Noncollinear LSDA: the exchange-correlation field and its vanishing local torque

Noncollinear LSDA by local diagonalization

What goes wrong without it

The local spin-density approximation (LSDA) gives the exchange-correlation (xc) energy per volume as a function e(n₊, n₋) of two spin densities. A code that feeds it the densities of spin up and spin down along a fixed z axis fails when the spin points elsewhere. At a point where the electrons are almost fully polarized along x, the up and down densities along z are equal, so the code sees an unpolarized gas and returns the wrong energy and no xc magnetic field. The energy then depends on the choice of axis, which the Hamiltonian without spin-orbit coupling does not contain. In an equilateral H₃ molecule with three moments at 120° to one another no single axis suits all atoms. The cure is to use the local spin direction as the axis, and it brings a second failure: at the centre of that molecule the spin density vanishes, so its direction is undefined. At a grid point where the computed spin density is exactly zero the direction is 0/0, and that one undefined value spoils every matrix element; where it is merely very small, quantities divided by its magnitude lose their accuracy.

One point by hand

For occupied Kohn-Sham spinors ψ_i the spin-density matrix is N_αβ(r) = Σ_i ψ_iα ψ*_iβ. With the Pauli matrices σ,

N = ½(n + m·σ),  n = Tr N,  m = Tr(σN),

which follows from Tr σ_k = 0 and Tr σ_jσ_k = 2δ_jk. Write s = |m|, ζ = s/n and u = m/s. The magnetization is M = −μ_B m (g = 2, negative electron charge).

Take a nucleus of the H₃ molecule computed below, where n = 1.8055×10³⁰ m⁻³ and ζ = 0.9650 in the 6-31G** basis, and lay the spin x axis along m. The digits serve the arithmetic only: a Gaussian basis has no cusp at the nucleus, and larger bases give n between 1.77×10³⁰ and 1.92×10³⁰ m⁻³ and ζ ≈ 0.96. Then N has n/2 on the diagonal and nζ/2 off it. Its eigenvectors are (1, ±1)/√2 with eigenvalues

n₊ = n(1+ζ)/2 = 1.8055×10³⁰ × 0.9825 = 1.774×10³⁰ m⁻³,
n₋ = n(1−ζ)/2 = 1.8055×10³⁰ × 0.0175 = 3.16×10²⁸ m⁻³.

In this eigenbasis the point is collinear, and LSDA supplies v± = ∂e/∂n±, here v₊ = −3.6253×10⁻¹⁸ J and v₋ = −1.7790×10⁻¹⁸ J. The projectors on the eigenvectors are (1 ± σ_x)/2, so in the original basis

V = v₊(1+σ_x)/2 + v₋(1−σ_x)/2 = v₀ + Δv σ_x,
v₀ = (v₊+v₋)/2 = −2.702×10⁻¹⁸ J,  Δv = (v₊−v₋)/2 = −0.923×10⁻¹⁸ J.

The term Δv σ_x has the Zeeman form μ_B B·σ with B_x = −0.923×10⁻¹⁸/9.274×10⁻²⁴ = −9.95×10⁴ T. The magnetization is M_x = −9.274×10⁻²⁴ × 0.9650 × 1.8055×10³⁰ = −1.616×10⁷ A/m. Field and magnetization lie on one line and point the same way.

The general potential

Since (u·σ)² = |u|² = 1, the matrices P± = (1 ± u·σ)/2 obey P±² = P± and P₊P₋ = 0, and

n₊P₊ + n₋P₋ = ½(n₊+n₋) + ½(n₊−n₋)u·σ = N  for  n± = (n ± s)/2.

N is a sum of positive matrices ψψ†, so n₋ ≥ 0 and ζ ≤ 1. Noncollinear LSDA is the definition E_xc = ∫e(n₊,n₋)d³r, and the potential matrix is defined by δE_xc = ∫Tr(V δN)d³r. From s² = m·m follows δs = u·δm, hence

δn± = ½(δn ± u·δm) = Tr(P± δN).

A turn of u does not enter at first order, because it leaves s unchanged. Then δe = v₊δn₊ + v₋δn₋ = Tr[(v₊P₊ + v₋P₋)δN], so that

V = v₀ + b·σ,  b = Δv u = χ m,  χ = Δv/s.

Also δe = v₀δn + b·δm. A magnetic field changes the energy by −B·δM = μ_B B·δm, so

B_xc = b/μ_B = χm/μ_B = ΛM,  Λ = −χ/μ_B².

"Parallel" therefore means collinear: B_xc is along M and opposite to m where χ < 0, and the sign of χ belongs to the functional.

The torque

Let iħ∂ₜψ = (−ħ²∇²/2mₑ + v + b·σ)ψ with any scalar v. Then

∂ₜ(ψ†σ_kψ) = (1/iħ)[ψ†σ_k Hψ − (Hψ)†σ_kψ].

The kinetic part is (iħ/2mₑ)∇·[ψ†σ_k∇ψ − (∇ψ†)σ_kψ]. The bracket is 2i Im ψ†σ_k∇ψ, so this equals −∇·J_k with J_k = (ħ/mₑ) Im ψ†σ_k∇ψ. The scalar v cancels. The field part is (1/iħ)ψ†[σ_k, b_jσ_j]ψ, and [σ_k,σ_j] = 2iε_kjl σ_l makes it (2/ħ)ε_kjl b_j ψ†σ_lψ. Summed over occupied spinors,

∂ₜm_k + ∇·J_k = (2/ħ)(b×m)_k.

The spin angular momentum density is ħm/2, so the torque density is b×m = μ_B B×(−M/μ_B) = M×B. For the LSDA field it is χ m×m = 0 at every point. An external field still exerts its torque. With none, a stationary LSDA state has ∇·J_k = 0 if the Kohn-Sham equation holds pointwise, which a finite basis does not guarantee.

The cause is a symmetry. Rotate the spin by a small angle vector θ(r), so δm = θ×m and δn = 0. Then

δE_xc = ∫b·(θ×m)d³r = ∫θ·(m×b)d³r.

Invariance under constant θ, which a Hamiltonian without spin-orbit coupling demands, gives only ∫m×b d³r = 0. LSDA depends on s alone and is invariant for every θ(r), so m×b vanishes locally. This is a restriction of the approximation. The model energy A∫|∂ₓm|²dx on a ring has b = −2A∂ₓ²m after integration by parts, and m×∂ₓ²m = ∂ₓ(m×∂ₓm) integrates to zero without vanishing locally. On a discretized test texture the sine of the angle between b and m reaches 0.63 for this model, with a largest local torque component 0.99 and a total of 6×10⁻¹¹ in model units, while the finite-difference LSDA field on the same texture gives a sine of 4×10⁻¹⁰.

The limit m → 0 at fixed n

Use n and s as variables. From n± = (n ± s)/2, ∂/∂s = ½(∂₊ − ∂₋) and ∂/∂n = ½(∂₊ + ∂₋), so Δv = ∂e/∂s and v₀ = ∂e/∂n. Write e = nε(r_s, ζ) with 4π(r_s a₀)³/3 = 1/n. At fixed s, n∂r_s/∂n = −r_s/3 and n∂ζ/∂n = −ζ, while ∂ζ/∂s = 1/n. Thus

Δv = ∂ε/∂ζ,  v₀ = ε − (r_s/3)∂ε/∂r_s − ζ∂ε/∂ζ.

The uniform gas does not distinguish the two spin labels, so ε is even in ζ. If it is also smooth at ζ = 0, Δv is odd and χ = Δv/(nζ) is finite and even. Then b = χm goes to zero linearly from every direction although u has no limit. The limit of χ is

χ₀ = ∂²e/∂s² = ¼(f₊₊ − 2f₊₋ + f₋₋) at ζ = 0,  f_ab = ∂²e/∂n_a∂n_b.

For Slater exchange with PW92 correlation the division by ζ can be done on paper. Put p = (1+ζ)^{1/3}, q = (1−ζ)^{1/3}, k = (e₀²/4πε₀)(3n/π)^{1/3} with e₀ the elementary charge, and c = 2^{4/3} − 2. Exchange does not couple the two spins, so each contributes half the energy density −¾kn of an unpolarized gas at density 2n± = n(1±ζ), which scales as n^{4/3}. The functional is

ε_x = −(3/8)k(p⁴ + q⁴),
ε_c = ε₀ + α_c f(1−ζ⁴)/f″₀ + (ε₁−ε₀)fζ⁴,  f = (p⁴+q⁴−2)/c,

where ε₀, ε₁ and α_c are fitted functions of r_s, listed in the program, and f″₀ is f″(0) = 8/(9c) rounded. Since d(p⁴+q⁴)/dζ = (4/3)(p−q),

∂ε_x/∂ζ = −k(p−q)/2,  f′ = 4(p−q)/(3c),
∂ε_c/∂ζ = f′[α_c(1−ζ⁴)/f″₀ + (ε₁−ε₀)ζ⁴] + 4ζ³f(ε₁−ε₀−α_c/f″₀).

The identity p³ − q³ = (p−q)(p²+pq+q²) with p³ − q³ = 2ζ gives p − q = 2ζ/D, D = p²+pq+q². Dividing by ζ,

nχ = −k/D + (8/3cD)[α_c(1−ζ⁴)/f″₀ + (ε₁−ε₀)ζ⁴] + 4ζ²f(ε₁−ε₀−α_c/f″₀).

D is a sum of non-negative terms, equal to 3 at ζ = 0 and 2^{2/3} at ζ = 1, so the division by ζ is gone and small ζ needs no threshold. Near ζ = 1 the difference 1−ζ does cancel, and the cube root q turns a rounding error of order 10⁻¹⁶ in ζ into a relative error of several 10⁻⁶ in D. This sensitivity belongs to the functional, whose exchange potential v₋ varies as n₋^{1/3}. The numerator of f does cancel at small ζ, but its rounding error is multiplied by ζ². In v₀ the last term is −ζ²nχ, and −(r_s/3)∂ε_x/∂r_s = ε_x/3 because k ∝ 1/r_s.

At ζ = 0, nχ₀ = −k/3 + α_c up to the rounding of f″₀: exchange favours polarization and correlation opposes it. The program asserts χ < 0 on a scan of 0.1 ≤ r_s ≤ 100 and 0 ≤ ζ ≤ 1, and finds that χ₀ changes sign at r_s ≈ 289, n ≈ 6.7×10²² m⁻³. Just beyond it B_xc opposes M at small ζ. This is a property of the fit, and no claim about the electron gas. For the approach to the limit, (1+ζ)^{1/3} = 1 + ζ/3 − ζ²/9 + 5ζ³/81 − … gives p − q = 2ζ/3 + 10ζ³/81, so 1/D = ⅓(1 + 5ζ²/27 + …). Both terms that survive at ζ = 0 carry 1/D, and all others are of order ζ⁴ because f is of order ζ². Hence χ/χ₀ = 1 + 5ζ²/27 + O(ζ⁴) for exchange alone (tested: 0.18519) and, wherever χ₀ ≠ 0, for this full functional.

When only v± come from an external routine

Each v± carries a rounding error of order η|v₀|, with η = 2.22×10⁻¹⁶. The field Δv u inherits this absolute error, since |u| = 1, and is harmless except where s = 0; there one sets b = 0, the exact limit. The quotient Δv/s has relative error of order η|v₀|/(n|χ₀|ζ). It matters because it appears in the response kernel. With ∂s/∂m_j = u_j and ∂u_i/∂m_j = (δ_ij − u_iu_j)/s,

∂b_i/∂m_j = χ(δ_ij − u_iu_j) + f_L u_iu_j,  f_L = ∂²e/∂s².

As ζ → 0, f_L → χ₀ and χ → χ₀, the u terms cancel and the kernel is χ₀δ_ij. Both χ₀ and f_L are second derivatives of e, so the routine must supply the f_ab as well. Replacing χ alone by χ₀ costs a relative error 5ζ²/27, so one switches where the two errors meet. The second derivative f_L needs no division by s and is kept: since f_L = ∂(χs)/∂s, replacing it by χ₀ as well would cost 15ζ²/27, three times as much.

At the density of the H₃ centre, n|χ₀| = 3.9324×10²⁸ × 3.84735×10⁻⁴⁸ = 1.513×10⁻¹⁹ J and |v₀| = 9.484×10⁻¹⁹ J. The rounding estimate is 2.22×10⁻¹⁶ × 6.27/ζ = 1.4×10⁻¹⁵/ζ, and setting it equal to 0.185ζ² gives ζ³ = 7.5×10⁻¹⁵, ζ ≈ 2×10⁻⁵. The relative errors |χ/χ_ref − 1|, with χ_ref from a 60-digit derivative of the energy, are:

ζ       Δv/s       χ₀         closed form
10⁻²    5.3×10⁻¹⁴  1.9×10⁻⁵   6.7×10⁻¹⁶
10⁻³    6.8×10⁻¹³  1.9×10⁻⁷   6.7×10⁻¹⁶
10⁻⁵    9.2×10⁻¹²  1.9×10⁻¹¹  2.2×10⁻¹⁶
10⁻⁸    2.4×10⁻⁸   8.9×10⁻¹⁶  2.2×10⁻¹⁶
10⁻¹²   1.6×10⁻⁴   8.9×10⁻¹⁶  2.2×10⁻¹⁶

The Δv/s column lies 2 to 15 times below the estimate, which fixes only a scale, as actual roundings vary from case to case. The absolute error of the field Δv u/μ_B was at most 1.1×10⁻¹¹ T in these cases, against the scale η|v₀|/μ_B = 2.3×10⁻¹¹ T.

Two edges remain. Rounding can give s slightly above n, so ζ is clipped to 1; χ stays finite there, whereas f_L contains ∂q/∂ζ = −1/(3q²) and diverges. In vacuum n and m vanish together and ζ need not be small. The exchange part of χ grows as k/n ∝ n^{−2/3}, but |Δv_x| = k(p−q)/2 ≤ 2^{1/3}k/2 falls as n^{1/3}. For the full functional the program asserts |Δv| < 2^{1/3}k on a scan up to r_s = 10⁶. A tiny floor on n prevents the division by zero.

The algorithm

Expand ψ_iα = Σ_μ C_αμ,i φ_μ in real functions φ_μ with overlap S, and let D_αμ,βν = Σ_i C_αμ,i C*_βν,i. With σ₀ = 1, m₀ = n and b₀ = v₀:

1. Form P^k_μν = Σ_αβ (σ_k)_βα D_αμ,βν. It is Hermitian, and its antisymmetric imaginary part drops out of m_k(r) = Σ_μν φ_μφ_ν Re P^k_μν.
2. At each grid point r_g with weight w_g evaluate ζ, e, v₀, χ and b = χm.
3. Form B^k_μν = Σ_g w_g φ_μ b_k φ_ν. Then δE_xc = Σ_k Σ_μν B^k_μν δP^k_μν = Tr[(Σ_k σ_k⊗B^k)δD].
4. Build F = 1⊗(h + J) + Σ_k σ_k⊗B^k, with h the kinetic plus nuclear matrix and J the Coulomb matrix of P⁰. Solve FC = (1⊗S)Cε and occupy the lowest spinors.
5. Repeat, extrapolating F by DIIS (the combination of recent F with the smallest residual FDS − SDF), until the residual is negligible. The energy is Tr[(h + J/2)P⁰] + E_xc plus the nuclear repulsion.

The diagonalization of N has been done once, in closed form, and no rotation angle or unit vector is ever computed.

Equilateral H₃

The side is 2.5×10⁻¹⁰ m, the basis 6-31G** (15 functions), and the grid of 48360 points is made threefold symmetric. The starting moments point outward at 120° in a tilted spin plane, spanned by e₁ and e₂, so that all three Pauli components are in use. Convergence took 6 iterations. With weights ∝ exp(−2r_A/a₀) dividing space among the atoms, each moment is 8.04×10⁻²⁴ J/T = 0.87 μ_B, the angles remain 120°, and the total moment vanishes to rounding. The Kohn-Sham gap is 4.76×10⁻¹⁹ J. Against the collinear ↑↑↓ solution,

−6.28082×10⁻¹⁸ − (−6.27474×10⁻¹⁸) = −6.08×10⁻²¹ J ≈ −38 meV.

This compares two stationary points at this level of theory; their stability was not examined. The basis is small. With cc-pVTZ, aug-cc-pVTZ or an uncontracted 10s3p1d set the difference stays at −37.5 to −38.0 meV, but the total energy drops by about 3×10⁻²⁰ J, the gap falls to 4.3–4.4×10⁻¹⁹ J (up to 10% lower) and the moment to 0.85 μ_B.

Two symmetries force m = 0 on the threefold axis. Time reversal reverses m, and a spin rotation by π about e₃ = e₁×e₂ restores the in-plane components. The product leaves the Hamiltonian and the starting density unchanged, so the iteration preserves it as a symmetry of the state; it reverses only m·e₃, which therefore vanishes everywhere. A spatial rotation by 120° combined with a spin rotation by 120° about e₃ is also a symmetry, and on the axis it requires an in-plane vector equal to its own rotated image, which is zero. Near the centre the linear map from (x, y) to m must commute with these rotations, so it is a scale times a rotation, and if the scale is nonzero u winds once around the centre. The computed winding number is 1, so u takes every in-plane direction on a small circle around this point.

Along the line y from the centre toward atom 1, with components along m of that atom:

y (m)         n (m⁻³)      ζ          B_xc (T)     Λ/μ₀
1.443×10⁻¹⁰   1.806×10³⁰   0.965      −9.95×10⁴    4.90×10³
5×10⁻¹¹       7.67×10²⁸    0.700      −1.64×10⁴    2.62×10⁴
2×10⁻¹³       3.93×10²⁸    2.43×10⁻³  −39.646      3.56×10⁴
1×10⁻¹³       3.93×10²⁸    1.21×10⁻³  −19.799      3.56×10⁴
0             3.93×10²⁸    1.7×10⁻¹⁵  −2.7×10⁻¹¹   3.56×10⁴
−1×10⁻¹³      3.93×10²⁸    1.21×10⁻³  +19.752      3.56×10⁴

The extra digits near the centre serve only to show the functional form. The entries themselves depend on the basis: the larger bases above raise the centre density by 0.5 to 5%, lower Λ/μ₀ there to 3.46–3.55×10⁴ and the slope of B_xc by 1 to 2%, give ζ ≈ 0.67–0.68 and B_xc ≈ −1.58×10⁴ T at y = 5×10⁻¹¹ m, and give B_xc between −9.7×10⁴ and −1.00×10⁵ T at the nucleus. At the centre r_s = 3.4473, and k = E_h(9/4π²)^{1/3}/r_s with E_h = e₀²/(4πε₀a₀), so k = 4.3597×10⁻¹⁸ × 0.6109/3.4473 = 7.726×10⁻¹⁹ J. Then α_c = nχ₀ + k/3 = (−1.513 + 2.575)×10⁻¹⁹ = 1.06×10⁻¹⁹ J: correlation cancels about 41% of the exchange term. Further,

Λ/μ₀ = 3.84735×10⁻⁴⁸/[(9.27401×10⁻²⁴)² × 1.256637×10⁻⁶] = 3.56×10⁴,

so close to the centre, where M is small but not zero, the xc field exceeds μ₀M by that factor. At y = 10⁻¹³ m, M = −442.62 A/m and B_xc = 3.5597×10⁴ × 1.256637×10⁻⁶ × (−442.62) = −19.80 T. The value of ζ at y = 0 is rounding noise, u there is meaningless, and the field is nonetheless negligible.

The field is not exactly odd in y, and need not be, since y → −y is no symmetry of the triangle. Writing B = βy + γy², the values at ±10⁻¹³ m give an odd part (−19.799 − 19.752)/2 = −19.776 T and an even part (−19.799 + 19.752)/2 = −0.024 T. At twice the distance this predicts 2(−19.776) + 4(−0.024) = −39.65 T, and −39.646 T is computed.

The vanishing torque is built into b = χm, so it was tested without that formula: b was taken by finite differences of the energy defined from numerical eigenvalues of N, and on 1633 grid points the sine of its angle with M was at most 1.5×10⁻⁹. The passage through m = 0 on a surface was tested with the ↑↑↓ state, where m changes sign, u flips and v₊, v₋ exchange roles. Rotated to a tilted axis, its xc matrix agrees with the rotated matrices of an unrestricted collinear code to 2.9×10⁻³³ J in every element. The numerical check below lists the remaining values.

Computed results

```
E_h = 4.359745e-18 J, a0 = 5.291772e-11 m, mu_B = 9.274010e-24 J/T
E_h/mu_B = 4.70104e+05 T, mu_0 = 1.256637e-06 T m/A
exchange (chi/chi0-1)/zeta^2 at zeta=0.01: 0.18519; 5/27 = 0.18519
PW92 sign flip of chi0: r_s = 288.8, n = 6.688e+22 m^-3
gradient model: max local torque comp = 0.9857, total = 5.7e-11 (model units)
gradient model max sin(b,m) = 0.6284; LSDA same texture = 4.3e-10
H3 side = 2.500e-10 m, centre-nucleus = 1.44338e-10 m, AOs = 15, grid points = 48360
electrons on grid = 3.000000, SCF iterations 120deg/collinear = 6/8
E(120deg) = -6.28082117e-18 J = -39.20180 eV
E(up,up,down) = -6.27473819e-18 J
E(120deg)-E(uud) = -6.0830e-21 J = -37.97 meV
E_xc(120deg) = -3.656185e-18 J, KS gap = 4.7596e-19 J
atomic moment = 8.03941e-24 J/T = 0.8669 mu_B
angles between moments = 120.00000, 120.00000, 120.00000 deg
|total moment| = 1.2e-37 J/T, winding of m round centre = 1.000000
max sin(B_fd, M) on 1633 points = 1.5e-09
max xc matrix deviation from unrestricted code = 2.9e-33 J
line centre->atom 1 (components along m of atom 1):
y[m]  n[m^-3]  zeta  M[A/m]  B_xc[T]  Lambda/mu0
1.4434e-10 1.8055e+30 9.6500e-01 -1.6158e+07 -9.9545e+04 4.9025e+03
5.0000e-11 7.6740e+28 7.0019e-01 -4.9832e+05 -1.6425e+04 2.6229e+04
1.0000e-11 4.0187e+28 1.3461e-01 -5.0170e+04 -2.2251e+03 3.5294e+04
2.0000e-13 3.9325e+28 2.4302e-03 -8.8629e+02 -3.9646e+01 3.5597e+04
1.0000e-13 3.9325e+28 1.2137e-03 -4.4262e+02 -1.9799e+01 3.5597e+04
0.0000e+00 3.9324e+28 1.7419e-15 -6.0158e-10 -2.6911e-11 3.5597e+04
-1.0000e-13 3.9325e+28 1.2108e-03 4.4156e+02 1.9752e+01 3.5597e+04
nucleus: v+ = -3.6253e-18 J, v- = -1.7790e-18 J
centre: r_s = 3.4473, chi0 = -3.84735e-48 J m^3, v0 = -9.4839e-19 J
zeta  relerr(dv/|m|)  relerr(chi0)  relerr(stable)  abserr B naive[T]
1e-02 5.3e-14 1.9e-05 6.7e-16 8.6e-12
1e-03 6.8e-13 1.9e-07 6.7e-16 1.1e-11
1e-05 9.2e-12 1.9e-11 2.2e-16 1.5e-12
1e-08 2.4e-08 8.9e-16 2.2e-16 3.9e-12
1e-12 1.6e-04 8.9e-16 2.2e-16 2.6e-12
machine epsilon = 2.22e-16, cube root = 6.1e-06
```
